# Positive thermopower from electron pockets alone in a metallic silicide model: a numerical check

```python
# RESULT UNDER TEST: a metal with only electron pockets can have a positive
# diffusion thermopower S together with a negative Hall coefficient R_H.
# Light pocket: mass M_S, bottom at 0. Heavy pocket: mass M_D, bottom at E_D.
# Isotropic quasi-elastic scattering, strength W_ij: 1/tau_i = sum_j W_ij N_j.
# N = density of states (both spins), n = density of states below E, v = speed.
# Transport function sigma(E) = e^2 sum_i n_i tau_i / m_i; for equal W it is
# e^2 <v^2> / (3 W). S = -(1/eT) <E - mu>, weighted by sigma(E) (-df/dE).
# Energies are in eV from the light-band bottom, other quantities in SI.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

e, hbar, me = const.e, const.hbar, const.m_e
kB = const.k / e                       # eV/K, also V/K
M_S, M_D = 1.0 * me, 5.0 * me
E_F, E_D = 3.0, 2.8
T0 = 300.0
RHO = 15e-8                            # ohm m, rough silicide value
PHONON = 0.040                         # eV, rough phonon energy
ATOMS = 7.5e28                         # 1/m^3, rough atomic density
MASS_RATIO = 10.0                      # longitudinal/transverse heavy mass


def pocket(E, bottom, mass):
    """Return N (1/J/m^3), n (1/m^3), v (m/s) of one spherical pocket."""
    k = np.sqrt(2 * mass * np.maximum(E - bottom, 0.0) * e) / hbar
    return mass * k / (np.pi * hbar)**2, k**3 / (3 * np.pi**2), hbar * k / mass


def total_dos(E):
    return pocket(E, 0.0, M_S)[0] + pocket(E, E_D, M_D)[0]


def kernel(E, w_sd=1.0, w_dd=1.0, heavy_factor=1.0):
    """sigma(E) * W_ss / e^2, with w_sd and w_dd relative to W_ss."""
    Ns, ns, _ = pocket(E, 0.0, M_S)
    Nd, nd, _ = pocket(E, E_D, M_D)
    return (ns / M_S / (Ns + w_sd * Nd)
            + heavy_factor * nd / M_D / (w_sd * Ns + w_dd * Nd))


x = np.linspace(-25, 25, 20001)
window = 0.25 / np.cosh(x / 2)**2
window /= window.sum()


def average(func, mu, T):
    return np.sum(func(mu + kB * T * x) * window)


def seebeck(func, mu, T):
    s = func(mu + kB * T * x) * window
    return -kB * np.sum(s * x) / np.sum(s)


def density(E):
    return pocket(E, 0.0, M_S)[1] + pocket(E, E_D, M_D)[1]


n_total = density(E_F)


def chemical_potential(T):
    return brentq(lambda m: average(density, m, T) / n_total - 1,
                  E_F - 0.3, E_F + 0.3, xtol=1e-13)


mu = chemical_potential(T0)
S = seebeck(kernel, mu, T0)
W0 = e**2 * RHO * average(kernel, mu, T0)
tau = 1 / (W0 * total_dos(E_F))

# --- Test: discretized Boltzmann equation on both spheres, with field B ---


def boltzmann_tensor(E, B, W):
    """sigma_xx and sigma_yx from the full collision matrix."""
    nt, nph = 6, 8
    c, gw = np.polynomial.legendre.leggauss(nt)
    phi = 2 * np.pi * np.arange(nph) / nph
    j = np.subtract.outer(np.arange(nph), np.arange(nph))
    safe = np.where(j == 0, 1, j)
    D = np.where(j == 0, 0.0, 0.5 * (-1.0)**j / np.tan(safe * np.pi / nph))
    D = np.kron(np.eye(nt), D)         # d/d(phi) on the sphere grid
    sin_t = np.sqrt(1 - c**2)
    ux = np.outer(sin_t, np.cos(phi)).ravel()
    uy = np.outer(sin_t, np.sin(phi)).ravel()
    angle_weight = np.repeat(gw / 2 / nph, nph)
    size = nt * nph
    states = [pocket(E, 0.0, M_S), pocket(E, E_D, M_D)]
    weight = np.concatenate([p[0] * angle_weight for p in states])
    vx = np.concatenate([p[2] * ux for p in states])
    vy = np.concatenate([p[2] * uy for p in states])
    Wfull = np.kron(W, np.ones((size, size)))
    gain = Wfull * weight[None, :]
    A = np.diag(gain.sum(axis=1)) - gain
    for i, mass in enumerate((M_S, M_D)):
        block = slice(i * size, (i + 1) * size)
        A[block, block] += e * B / mass * D
    scale = 1e-14
    chi = scale * np.linalg.lstsq(A * scale, vx, rcond=1e-12)[0]
    return (e**2 * np.sum(weight * vx * chi),
            e**2 * np.sum(weight * vy * chi))


B = 1.0
for W in (W0 * np.ones((2, 2)), W0 * np.array([[1.0, 0.4], [0.4, 1.7]])):
    for E in (2.9, E_F, 3.3):
        sxx, syx = boltzmann_tensor(E, B, W)
        parts = [pocket(E, 0.0, M_S), pocket(E, E_D, M_D)]
        N = np.array([p[0] for p in parts])
        n = np.array([p[1] for p in parts])
        m = np.array([M_S, M_D])
        t = 1 / (W @ N)
        drude = e**2 * np.sum(n * t / m)
        hall = -np.sum(n * t**2 / m**2) / (e * np.sum(n * t / m)**2)
        assert abs(sxx / drude - 1) < 1e-4
        assert abs(-syx / (B * (sxx**2 + syx**2)) / hall - 1) < 1e-4
        if W[0, 1] == W[0, 0]:
            v2 = sum(p[0] * p[2]**2 for p in parts) / N.sum()
            assert abs(sxx / (e**2 * v2 / (3 * W0)) - 1) < 1e-4


def hall_kernel(E):
    ns, nd = pocket(E, 0.0, M_S)[1], pocket(E, E_D, M_D)[1]
    return (ns / M_S**2 + nd / M_D**2) / total_dos(E)**2


R_H = -average(hall_kernel, mu, T0) / (e * average(kernel, mu, T0)**2)
assert S > 0 and R_H < 0

# --- Test: S from the zero-current condition between two reservoirs ---
dT = 1.0
norm = kernel(mu)


def net_current(dmu):
    def integrand(E):
        hot = expit(-(E - mu - dmu / 2) / (kB * (T0 + dT / 2)))
        cold = expit(-(E - mu + dmu / 2) / (kB * (T0 - dT / 2)))
        return kernel(E) / norm * (hot - cold)
    edges = [mu - 1.0, E_D, mu, mu + 0.2, mu + 1.0]
    return sum(quad(integrand, a, b, epsabs=1e-13, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


S_reservoir = brentq(net_current, -1e-3, 1e-3, xtol=1e-13) / dT
assert abs(S_reservoir / S - 1) < 2e-3

# --- Test: closed form of the logarithmic slope, and its onset limit ---


def slope_terms(E):
    Ns, _, vs = pocket(E, 0.0, M_S)
    Nd, _, vd = pocket(E, E_D, M_D)
    gain = 3 * (Ns / M_S + Nd / M_D) / (Ns * vs**2 + Nd * vd**2) * e
    loss = (Ns / (2 * E) + Nd / (2 * (E - E_D))) / (Ns + Nd)
    return gain, loss                  # both in 1/eV


def numeric_slope(func, E, h):
    return (np.log(func(E + h)) - np.log(func(E - h))) / (2 * h)


gain, loss = slope_terms(E_F)
slope = gain - loss
assert abs(numeric_slope(kernel, E_F, 1e-4) / slope - 1) < 1e-4
eps, weak = 1e-6, 0.1
onset = (-weak * pocket(E_D + eps, E_D, M_D)[0]
         / (2 * eps * pocket(E_D + eps, 0.0, M_S)[0]))
onset_num = numeric_slope(lambda E: kernel(E, w_sd=weak), E_D + eps, 1e-8)
assert abs(onset_num / onset - 1) < 0.01


def mott(slope_value, T):
    return -np.pi**2 / 3 * kB**2 * T * slope_value


assert abs(seebeck(kernel, E_F, 30.0) / mott(slope, 30.0) - 1) < 0.01

# --- Test: one band, tau ~ E^r, changes sign at r = -3/2 ---
for r in (-1.3, -1.7):
    S_power = seebeck(lambda E: E**(1.5 + r), E_F, T0)
    assert (S_power > 0) == (r < -1.5)

# --- Controls: heavy pocket removed, and heavy pocket decoupled ---


def light_only(E):
    N, n, _ = pocket(E, 0.0, M_S)
    return n / M_S / N


S_light = seebeck(light_only, E_F, T0)
assert abs(S_light / (-np.pi**2 / 3 * kB**2 * T0 / E_F) - 1) < 1e-4


def S_coupling(w):
    return seebeck(lambda E: kernel(E, w_sd=w), mu, T0)


S_decoupled = S_coupling(1e-3)
assert S_light < 0 and S_decoupled < 0
w_critical = brentq(S_coupling, 1e-3, 1.0)

# --- Range of the Fermi level with S > 0 ---
low = brentq(lambda m: seebeck(kernel, m, T0), E_D - 0.6, E_D) - E_D
high = brentq(lambda m: seebeck(kernel, m, T0), E_D + 0.2, E_D + 2.0) - E_D
high_cold = brentq(lambda m: slope_terms(m)[0] - slope_terms(m)[1],
                   E_D + 0.2, E_D + 2.0) - E_D

# --- Neglected effects ---


def inelastic(omega):
    """Einstein phonon: exact out-scattering rate for isotropic coupling."""
    boson = 1 / np.expm1(omega / (kB * T0))

    def func(E):
        up = expit(-(E + omega - mu) / (kB * T0))
        down = expit(-(E - omega - mu) / (kB * T0))
        rate = (total_dos(E + omega) * (boson + up)
                + total_dos(E - omega) * (boson + 1 - down))
        return (pocket(E, 0.0, M_S)[1] / M_S
                + pocket(E, E_D, M_D)[1] / M_D) / rate
    return func


assert abs(seebeck(inelastic(0.001), mu, T0) / S - 1) < 0.01
S_inelastic = seebeck(inelastic(PHONON), mu, T0)
width = hbar / tau / e                 # eV


def broadened(E):
    root = np.sqrt((E - E_D + 0.5j * width) * e).real
    Nd = M_D * np.sqrt(2 * M_D) / (np.pi**2 * hbar**3) * root
    Ns, ns, _ = pocket(E, 0.0, M_S)
    return (ns / M_S + pocket(E, E_D, M_D)[1] / M_D) / (Ns + Nd)


S_broad = seebeck(broadened, mu, T0)
m_t = MASS_RATIO**(-1 / 3)             # in units of the density-of-states mass
factor = (2 / m_t + 1 / (MASS_RATIO * m_t)) / 3
S_aniso = seebeck(lambda E: kernel(E, heavy_factor=factor), mu, T0)
S_drag_full = -ATOMS * kB / n_total    # C = 3 ATOMS k, all momentum to electrons
drag_share = -S / S_drag_full

Ns, ns, vs = pocket(E_F, 0.0, M_S)
Nd, nd, vd = pocket(E_F, E_D, M_D)
u = 1e6
print(f"Light, heavy mass: {M_S/me:.1f}, {M_D/me:.1f} m_e")
print(f"Fermi level above light, heavy bottom: {E_F:.2f}, {E_F-E_D:.2f} eV")
print(f"Resistivity set at {T0:.0f} K: {RHO*1e8:.1f} uOhm cm")
print(f"Thermal energy kT: {kB*T0*1e3:.2f} meV")
print(f"Electron density, light pocket: {ns*1e-6:.3e} cm^-3")
print(f"Electron density, heavy pocket: {nd*1e-6:.3e} cm^-3")
print(f"Total electron density: {n_total*1e-6:.3e} cm^-3")
print(f"DOS light: {Ns*e*1e-6:.3e} per eV cm^3")
print(f"DOS heavy: {Nd*e*1e-6:.3e} per eV cm^3")
print(f"DOS ratio heavy/light: {Nd/Ns:.3f}")
print(f"Speed light, heavy: {vs*100:.3e}, {vd*100:.3e} cm/s")
print(f"Heavy share of sigma(E_F): {100*nd/M_D/(ns/M_S+nd/M_D):.2f} %")
print(f"Relaxation time at E_F: {tau*1e15:.2f} fs")
print(f"Mean free path light, heavy: {vs*tau*1e9:.2f}, {vd*tau*1e9:.2f} nm")
print(f"k_F times mean free path, heavy: {M_D*vd/hbar*vd*tau:.2f}")
for d in (-0.30, -0.20, -0.10, 0.0, 0.10, 0.20):
    print(f"sigma(E_F{d:+.2f} eV)/sigma(E_F): {kernel(E_F+d)/kernel(E_F):.4f}")
print(f"Slope term, d ln(sum N v^2)/dE: {gain:.4f} per eV")
print(f"Slope term, d ln(sum N)/dE: {loss:.4f} per eV")
print(f"d ln sigma/dE at E_F: {slope:.4f} per eV")
print(f"S, low-temperature formula at 300 K: {mott(slope,T0)*u:+.3f} uV/K")
print(f"mu(300 K) - E_F: {(mu-E_F)*1e3:.3f} meV")
print(f"S, full integral at 300 K: {S*u:+.3f} uV/K")
print(f"S, two-reservoir zero current: {S_reservoir*u:+.3f} uV/K")
print(f"Mean transport energy <E-mu>: {-S*T0*1e3:+.3f} meV")
print(f"Hall coefficient at 300 K: {R_H*1e6:.3e} cm^3/C")
print(f"Apparent Hall density: {1e-6/(e*abs(R_H)):.3e} cm^-3")
print(f"S, heavy pocket removed: {S_light*u:+.3f} uV/K")
print(f"S, heavy pocket decoupled (0.001): {S_decoupled*u:+.3f} uV/K")
print(f"Coupling W_sd/W_ss where S changes sign: {w_critical:.4f}")
print(f"S>0 at 300 K for mu-E_D from {low:+.4f} to {high:+.4f} eV")
print(f"Upper limit of mu-E_D for S>0 at T->0: {high_cold:.4f} eV")
for T in (200.0, 300.0, 400.0, 500.0, 600.0):
    S_T = seebeck(kernel, chemical_potential(T), T)
    print(f"S at {T:.0f} K, fixed density: {S_T*u:+.3f} uV/K")
print(f"S with inelastic {PHONON*1e3:.0f} meV phonon: {S_inelastic*u:+.3f} uV/K")
print(f"Lifetime width hbar/tau: {width*1e3:.1f} meV")
print(f"S with broadened heavy edge: {S_broad*u:+.3f} uV/K")
print(f"S with heavy mass ratio {MASS_RATIO:.0f}: {S_aniso*u:+.3f} uV/K")
print(f"Atomic density used for drag (rough): {ATOMS*1e-6:.2e} cm^-3")
print(f"Full-drag thermopower: {S_drag_full*u:+.1f} uV/K")
print(f"Drag share that cancels S: {100*drag_share:.2f} %")
print("verified")
```

It prints:

```
Light, heavy mass: 1.0, 5.0 m_e
Fermi level above light, heavy bottom: 3.00, 0.20 eV
Resistivity set at 300 K: 15.0 uOhm cm
Thermal energy kT: 25.85 meV
Electron density, light pocket: 2.360e+22 cm^-3
Electron density, heavy pocket: 4.541e+21 cm^-3
Total electron density: 2.814e+22 cm^-3
DOS light: 1.180e+22 per eV cm^3
DOS heavy: 3.406e+22 per eV cm^3
DOS ratio heavy/light: 2.887
Speed light, heavy: 1.027e+08, 1.186e+07 cm/s
Heavy share of sigma(E_F): 3.71 %
Relaxation time at E_F: 9.50 fs
Mean free path light, heavy: 9.76, 1.13 nm
k_F times mean free path, heavy: 5.77
sigma(E_F-0.30 eV)/sigma(E_F): 3.3684
sigma(E_F-0.20 eV)/sigma(E_F): 3.4932
sigma(E_F-0.10 eV)/sigma(E_F): 1.1930
sigma(E_F+0.00 eV)/sigma(E_F): 1.0000
sigma(E_F+0.10 eV)/sigma(E_F): 0.9218
sigma(E_F+0.20 eV)/sigma(E_F): 0.8857
Slope term, d ln(sum N v^2)/dE: 0.7594 per eV
Slope term, d ln(sum N)/dE: 1.8997 per eV
d ln sigma/dE at E_F: -1.1402 per eV
S, low-temperature formula at 300 K: +8.357 uV/K
mu(300 K) - E_F: -2.141 meV
S, full integral at 300 K: +10.731 uV/K
S, two-reservoir zero current: +10.731 uV/K
Mean transport energy <E-mu>: -3.219 meV
Hall coefficient at 300 K: -2.515e-04 cm^3/C
Apparent Hall density: 2.482e+22 cm^-3
S, heavy pocket removed: -2.443 uV/K
S, heavy pocket decoupled (0.001): -2.845 uV/K
Coupling W_sd/W_ss where S changes sign: 0.0691
S>0 at 300 K for mu-E_D from -0.1149 to +0.5841 eV
Upper limit of mu-E_D for S>0 at T->0: 0.5776 eV
S at 200 K, fixed density: +6.043 uV/K
S at 300 K, fixed density: +10.731 uV/K
S at 400 K, fixed density: +18.302 uV/K
S at 500 K, fixed density: +28.304 uV/K
S at 600 K, fixed density: +38.987 uV/K
S with inelastic 40 meV phonon: +4.096 uV/K
Lifetime width hbar/tau: 69.3 meV
S with broadened heavy edge: +9.757 uV/K
S with heavy mass ratio 10: +9.796 uV/K
Atomic density used for drag (rough): 7.50e+22 cm^-3
Full-drag thermopower: -229.7 uV/K
Drag share that cancels S: 4.67 %
verified
```
